# Angular Correlation and Polarization Entanglement in a J = 0–1–0 Cascade: a numerical check

```python
"""
Photon pair from a J=0 -> J=1 -> J=0 electric-dipole cascade.
Results under test:
  joint density per solid angles  p = 3 (1 + cos^2 theta) / (64 pi^2)
  back-to-back polarization state (|xx> + |yy>)/sqrt(2), common x,y axes
theta: angle between photon directions k1,k2; D1,D2: dipole amplitudes;
gamma_a, gamma_b: decay rates of the upper and intermediate levels;
W: density relative to isotropic emission; C: concurrence (entanglement).
A magnetic field B along the emission axis splits the m=+1,-1 sublevels.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

pi = np.pi
rng = np.random.default_rng(4)

# Quadrature on the unit sphere
u, wu = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(24) / 24
U, PHI = np.meshgrid(u, phi, indexing="ij")
weight = np.repeat(wu[:, None], 24, axis=1) * 2 * pi / 24
SIN = np.sqrt(1 - U**2)
rhat = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), U])

# Angular dipole matrix elements from spherical harmonics, m = -1, 0, 1
Y00 = 1 / np.sqrt(4 * pi)
Y1 = [np.sqrt(3 / (8 * pi)) * SIN * np.exp(-1j * PHI),
      np.sqrt(3 / (4 * pi)) * U + 0j,
      -np.sqrt(3 / (8 * pi)) * SIN * np.exp(1j * PHI)]
# The factor sqrt(3) turns the angular integrals into unit vectors
first = np.sqrt(3) * np.array(
    [np.sum(weight * y.conj() * rhat * Y00, axis=(1, 2)) for y in Y1])
second = np.sqrt(3) * np.array(
    [np.sum(weight * Y00 * rhat * y, axis=(1, 2)) for y in Y1])
assert np.allclose(second.T @ first, np.eye(3), atol=1e-12)


def pair_amplitude(pol1, pol2, phases=(1, 1, 1)):
    """Sum over m; rows of pol1 and pol2 are polarization vectors."""
    return np.einsum("m,ai,mi,bj,mj->ab", np.array(phases),
                     pol1.conj(), first, pol2.conj(), second)


def helicity_vectors(k):
    """Numerical eigenvectors of spin along k: helicity +1, then -1."""
    x, y, z = k
    spin = 1j * np.array([[0, -z, y], [z, 0, -x], [-y, x, 0]])
    values, vectors = np.linalg.eigh(spin)
    assert np.allclose(values, [-1, 0, 1])
    return vectors[:, [2, 0]].T


def pure_concurrence(A):
    A = A / np.linalg.norm(A)
    reduced = A @ A.conj().T
    purity = np.trace(reduced @ reduced).real
    return np.sqrt(max(0.0, 2 * (1 - purity)))


# Angular correlation for random directions, also with one M1 transition
for _ in range(20):
    k1, k2 = rng.normal(size=(2, 3))
    k1, k2 = k1 / np.linalg.norm(k1), k2 / np.linalg.norm(k2)
    h1, h2 = helicity_vectors(k1), helicity_vectors(k2)
    expected = 1 + (k1 @ k2)**2
    assert np.isclose(np.sum(abs(pair_amplitude(h1, h2))**2), expected)
    magnetic = np.cross(k2, h2)
    assert np.isclose(np.sum(abs(pair_amplitude(h1, magnetic))**2), expected)

# Back-to-back state in linear and helicity bases
zaxis = np.array([0.0, 0.0, 1.0])
xy = np.eye(3)[:2]
state = pair_amplitude(xy, xy)
state = state / np.linalg.norm(state)
assert np.allclose(state, np.eye(2) / np.sqrt(2))
hel = pair_amplitude(helicity_vectors(zaxis), helicity_vectors(-zaxis))
hel_prob = abs(hel)**2 / np.sum(abs(hel)**2)
assert np.allclose(hel_prob, np.eye(2) / 2)
m1_state = pair_amplitude(xy, np.cross(-zaxis, xy))
assert np.allclose(m1_state, [[0, 1], [-1, 0]])


def analyser(angle):
    return np.array([np.cos(angle), np.sin(angle)])


def coincidence(rho, alpha, beta):
    v = np.kron(analyser(alpha), analyser(beta))
    return (v @ rho @ v).real


rho_pure = np.outer(state.ravel(), state.ravel().conj())
rho_mixed = np.diag([0.5, 0, 0, 0.5])
for alpha, beta in rng.uniform(0, pi, (10, 2)):
    assert np.isclose(coincidence(rho_pure, alpha, beta),
                      np.cos(alpha - beta)**2 / 2)
crossed_pure = coincidence(rho_pure, pi / 4, 3 * pi / 4)
crossed_mixed = coincidence(rho_mixed, pi / 4, 3 * pi / 4)
assert abs(crossed_pure) < 1e-12 and np.isclose(crossed_mixed, 0.25)

# Decay rates from the mode sum, compared with closed formulas
lambda1, lambda2 = 600e-9, 400e-9
ea0 = const.e * const.physical_constants["Bohr radius"][0]
D1, D2 = 1 * ea0, 2 * ea0
w1, w2 = 2 * pi * const.c / lambda1, 2 * pi * const.c / lambda2
hbar, eps0 = const.hbar, const.epsilon_0
mode1 = D1**2 * w1**3 / (2 * hbar * eps0 * (2 * pi * const.c)**3)
mode2 = D2**2 * w2**3 / (2 * hbar * eps0 * (2 * pi * const.c)**3)
transverse = np.eye(3)[:, :, None, None] - rhat[:, None] * rhat[None, :]
tensor = np.sum(weight * transverse, axis=(2, 3))
emission = second @ tensor @ second.conj().T
assert np.allclose(emission, 8 * pi / 3 * np.eye(3), atol=1e-11)
gamma_b = 2 * pi * mode2 * emission[0, 0].real
gamma_a = 2 * pi * mode1 * np.trace(first @ tensor @ first.conj().T).real
assert np.isclose(gamma_b, w2**3 * D2**2
                  / (3 * pi * eps0 * hbar * const.c**3), rtol=1e-10)
assert np.isclose(gamma_a, w1**3 * D1**2
                  / (pi * eps0 * hbar * const.c**3), rtol=1e-10)

# Long-time two-photon amplitude; time in units of 1/gamma_b, g1 = g2 = 1
ratio = gamma_a / gamma_b


def spectral_amplitude(d1, d2):
    return 1 / ((1j * (d1 + d2) - ratio / 2) * (1j * d2 - 0.5))


for d1, d2 in [(0.3, -0.2), (-0.7, 0.4), (0.1, 0.5)]:
    def rates(t, y):
        upper = np.exp(-ratio * t / 2)
        return [np.exp(1j * d1 * t) * upper - y[0] / 2,
                np.exp(1j * d2 * t) * y[0]]
    end = 50 / min(ratio, 1)
    sol = solve_ivp(rates, (0, end), [0j, 0j], method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert abs(sol.y[1, -1] - spectral_amplitude(d1, d2)) < 1e-6

# Frequency integral, with the sum detuning as an integration variable
line_a = quad(lambda s: 1 / (s**2 + ratio**2 / 4), -np.inf, np.inf)[0]
line_b = quad(lambda s: 1 / (s**2 + 0.25), -np.inf, np.inf)[0]
frequency_integral = line_a * line_b / gamma_b**2
assert np.isclose(frequency_integral, 4 * pi**2 / (gamma_a * gamma_b))


def pair_at_angle(theta):
    """Joint density and concurrence from the summed amplitudes."""
    s = [0, 1, 0]
    pol1 = np.array([s, [1, 0, 0]], float)
    pol2 = np.array([s, [np.cos(theta), 0, -np.sin(theta)]], float)
    A = pair_amplitude(pol1, pol2)
    assert np.allclose(A, np.diag([1, np.cos(theta)]), atol=1e-12)
    density = mode1 * mode2 * frequency_integral * np.sum(abs(A)**2)
    return density, pure_concurrence(A)


table = []
for degrees in (90, 120, 135, 150, 180):
    theta = np.radians(degrees)
    density, C = pair_at_angle(theta)
    c2 = np.cos(theta)**2
    assert np.isclose(density, 3 * (1 + c2) / (64 * pi**2), rtol=1e-7)
    # The square root magnifies rounding when the concurrence vanishes
    assert abs(C - 2 * np.sqrt(c2) / (1 + c2)) < 1e-6
    table.append((degrees, density * 16 * pi**2, C))
density_back = pair_at_angle(pi)[0]
total = 8 * pi**2 * sum(
    w * pair_at_angle(np.arccos(c))[0] for c, w in zip(u, wu))
assert np.isclose(total, 1, rtol=1e-7)

# Zeeman splitting: average the pair state over the exponential delay
g_factor, B = 1.0, 0.5e-3
muB = const.physical_constants["Bohr magneton"][0]


def field_state(field):
    energies = g_factor * muB * field * np.array([-1, 0, 1])
    nodes, weights = np.polynomial.laguerre.laggauss(50)
    rho = np.zeros((4, 4), complex)
    for t, w in zip(nodes, weights):
        phases = np.exp(-1j * energies * t / (hbar * gamma_b))
        psi = pair_amplitude(xy, xy, phases).ravel() / np.sqrt(2)
        rho += w * np.outer(psi, psi.conj())
    return rho


def mixed_concurrence(rho):
    flip = np.kron([[0, -1j], [1j, 0]], [[0, -1j], [1j, 0]])
    ev = np.linalg.eigvals(rho @ flip @ rho.conj() @ flip).real
    roots = np.sort(np.sqrt(np.clip(ev, 0, None)))
    return max(0.0, roots[3] - roots[2] - roots[1] - roots[0])


field_rows = []
for field in (0.1 * B, B):
    split = 2 * g_factor * muB * field / hbar
    x = split / gamma_b
    rho = field_state(field)
    C = mixed_concurrence(rho)
    crossed = coincidence(rho, pi / 4, 3 * pi / 4)
    # Square roots of rounding-level eigenvalues limit the accuracy
    assert abs(C - 1 / np.sqrt(1 + x**2)) < 1e-6
    assert np.isclose(crossed, x**2 / (4 * (1 + x**2)), atol=1e-10)
    field_rows.append((field, split, x, C, crossed))

print(f"wavelength of photon 1: {lambda1*1e9:.0f} nm")
print(f"wavelength of photon 2: {lambda2*1e9:.0f} nm")
print(f"dipole amplitude D1: {D1/ea0:.1f} e a0")
print(f"dipole amplitude D2: {D2/ea0:.1f} e a0")
print(f"angular frequency of photon 1: {w1:.4e} rad/s")
print(f"angular frequency of photon 2: {w2:.4e} rad/s")
print(f"decay rate gamma_a: {gamma_a:.4e} 1/s")
print(f"decay rate gamma_b: {gamma_b:.4e} 1/s")
print(f"intermediate lifetime: {1e9/gamma_b:.3f} ns")
print(f"total pair probability: {total:.6f}")
print(f"joint density at 180 deg: {density_back:.6f} 1/sr^2")
for degrees, W, C in table:
    print(f"theta {degrees} deg: W = {W:.4f}, C = {C:.4f} (no unit)")
print(f"back-to-back amplitude xx: {state[0, 0].real:.6f} (no unit)")
print(f"back-to-back amplitude yy: {state[1, 1].real:.6f} (no unit)")
print(f"probability of helicities ++: {hel_prob[0, 0]:.4f}")
print(f"probability of helicities --: {hel_prob[1, 1]:.4f}")
print(f"45/135 deg coincidence, pure state: {abs(crossed_pure):.4f}")
print(f"45/135 deg coincidence, xx/yy mixture: {crossed_mixed:.4f}")
print(f"g factor: {g_factor:.1f} (no unit)")
for field, split, x, C, crossed in field_rows:
    print(f"magnetic field: {field*1e3:.2f} mT")
    print(f"  splitting Delta: {split:.4e} rad/s")
    print(f"  x = Delta/gamma_b: {x:.4f} (no unit)")
    print(f"  concurrence: {C:.4f} (no unit)")
    print(f"  45/135 deg coincidence: {crossed:.4f} (probability)")
print("done: every assertion held")
```

It prints:

```
wavelength of photon 1: 600 nm
wavelength of photon 2: 400 nm
dipole amplitude D1: 1.0 e a0
dipole amplitude D2: 2.0 e a0
angular frequency of photon 1: 3.1394e+15 rad/s
angular frequency of photon 2: 4.7091e+15 rad/s
decay rate gamma_a: 2.8141e+07 1/s
decay rate gamma_b: 1.2663e+08 1/s
intermediate lifetime: 7.897 ns
total pair probability: 1.000000
joint density at 180 deg: 0.009499 1/sr^2
theta 90 deg: W = 0.7500, C = 0.0000 (no unit)
theta 120 deg: W = 0.9375, C = 0.8000 (no unit)
theta 135 deg: W = 1.1250, C = 0.9428 (no unit)
theta 150 deg: W = 1.3125, C = 0.9897 (no unit)
theta 180 deg: W = 1.5000, C = 1.0000 (no unit)
back-to-back amplitude xx: 0.707107 (no unit)
back-to-back amplitude yy: 0.707107 (no unit)
probability of helicities ++: 0.5000
probability of helicities --: 0.5000
45/135 deg coincidence, pure state: 0.0000
45/135 deg coincidence, xx/yy mixture: 0.2500
g factor: 1.0 (no unit)
magnetic field: 0.05 mT
  splitting Delta: 8.7941e+06 rad/s
  x = Delta/gamma_b: 0.0694 (no unit)
  concurrence: 0.9976 (no unit)
  45/135 deg coincidence: 0.0012 (probability)
magnetic field: 0.50 mT
  splitting Delta: 8.7941e+07 rad/s
  x = Delta/gamma_b: 0.6945 (no unit)
  concurrence: 0.8214 (no unit)
  45/135 deg coincidence: 0.0813 (probability)
done: every assertion held
```
